# Barrier Pinning at a Metal–Dielectric Interface by Uniform Interface States

Suppose the electron barrier between a metal and a low-k dielectric is estimated by subtracting the electron affinity of the dielectric from the work function of the metal. For an affinity of 1.0 eV and metals of work function 4.3 and 5.1 eV this gives barriers of 3.30 and 4.10 eV. If the interface carries electronic states of the density used below, $5\times10^{13}$ per eV and cm$^2$, with their charge spread uniformly over a plane, the model barriers are 3.51 and 3.89 eV. The first estimate was too low, the second too high, and changing the metal gains less than half of the expected 0.80 eV. No common correction to the affinity repairs both values, because the error lies in the slope of barrier against work function.

## 1. The bare interface

Let $z$ point from the metal surface, $z=0$, into the dielectric. Let $U(z)$ be the electrostatic energy of an electron, with its constant chosen so that $U$ is the height of the local vacuum level above the metal's Fermi level $E_F$. Then $U(0)=\phi_m$, the work function. The conduction edge lies below the local vacuum level by the electron affinity $\chi$:

$$E_c(z)-E_F=U(z)-\chi .$$

With no charge and no field, $U$ is constant and the barrier is

$$\phi_b=\phi_m-\chi,\qquad \frac{d\phi_b}{d\phi_m}=1 .$$

Image lowering of the barrier is left out throughout, and the dielectric is taken to have negligible space charge. The omission is not small near the metal: at 3 Å in a medium of relative permittivity 2.5 the classical image energy is about 0.48 eV, larger than the dipole step found below. The absolute barriers given here are therefore model values, not measured heights.

## 2. A sheet of fixed charge

Now put a charge $\sigma$ per area on a plane at $z=\delta$. The layer between metal and plane has relative permittivity $\kappa_i$, and the film behind it has $\kappa_b$. The barrier is from here on the height of the conduction edge at this plane, $\phi_b=E_c(\delta)-E_F$, so that $U(\delta)=\phi_b+\chi$.

The algebra is in atomic units, where $e=1$, the electron has charge $-1$, and $\varepsilon_0=1/(4\pi)$. Since $U$ is minus the electrostatic potential plus a constant, the electric field is $F=+dU/dz$. Gauss's law across the sheet reads

$$\kappa_bF_b-\kappa_iF_i=4\pi\sigma ,\tag{1}$$

with $F_i$ the field in the layer and $F_b$ the field in the film. Take $F_b=0$ for now. Then

$$F_i=-\frac{4\pi\sigma}{\kappa_i}.$$

The metal surface carries the opposite charge $-\sigma$, so the two planes form a dipole layer of separation $\delta$. The field in the layer is uniform, so $U(\delta)-U(0)=F_i\delta$, or

$$\phi_b+\chi-\phi_m=-\frac{4\pi\delta}{\kappa_i}\sigma .\tag{2}$$

The sign is as it should be: a positive sheet attracts electrons and lowers the barrier. The conduction edge then falls from $\phi_m-\chi$ at the metal to $\phi_b$ at the sheet, so $\phi_b$ is the effective height only if the layer is thin enough for electrons to tunnel through it.

If $\sigma$ is frozen, its term in (2) is the same for every metal. All barriers move together and the slope is still 1. The numerical test with frozen charge gives 1.00000. Charge at the interface is therefore not enough for pinning; the charge must respond to the barrier.

## 3. A sheet of states that can fill and empty

Let the plane hold $D$ states per energy and area, spin included, with $D$ constant in energy. The states exchange electrons with the metal, so their occupation follows the metal's Fermi level. The sheet is neutral when the states are filled up to a neutral level, which lies a fixed distance $c$ below the conduction edge. Electron repulsion enters through the average electrostatic energy alone; this is a mean-field model. It also treats the charge as uniform over the plane, which suits laterally extended states, or localized states whose spacing is small compared with $\delta$.

Measure state energies $x$ from the neutral level. The Fermi level then sits at

$$s=E_F-(E_c-c)=c-\phi_b .$$

With $f(y)=1/(e^{y/kT}+1)$ and the step function $\theta$, the excess of electrons over the neutral filling is

$$N=D\int\left[f(x-s)-\theta(-x)\right]dx .$$

Add and subtract $\theta(s-x)$ under the integral. For a band much wider than $kT$ on both sides of the Fermi level, the first part is

$$\int_{-\infty}^{\infty}\left[f(y)-\theta(-y)\right]dy=\int_0^\infty f(y)\,dy-\int_0^\infty\left[1-f(-y)\right]dy=0,$$

because $1-f(-y)=f(y)$: the electrons excited above the Fermi level equal the holes left below it. The remaining part is $\int[\theta(s-x)-\theta(-x)]\,dx=s$. Hence $N=Ds$, and with charge $-1$ per electron

$$\sigma=-Ds=D(\phi_b-c).\tag{3}$$

Temperature has dropped out, as long as the band edges are several $kT$ away. A barrier above $c$ means that the Fermi level is below the neutral level, the states have lost electrons, and the sheet is positive.

## 4. The pinned barrier

Insert (3) into (2) and define

$$a=\frac{4\pi D\delta}{\kappa_i}.$$

This gives $\phi_b+\chi-\phi_m=-a(\phi_b-c)$. Collecting the terms in $\phi_b$,

$$(1+a)\phi_b=\phi_m-\chi+ac ,$$

and, with $S=1/(1+a)$ and $a/(1+a)=1-S$,

$$\boxed{\;\phi_b=S(\phi_m-\chi)+(1-S)c,\qquad S=\frac{d\phi_b}{d\phi_m}=\frac{1}{1+a}\;}\tag{4}$$

In ordinary units $4\pi$ becomes $e^2/\varepsilon_0$, so

$$S=\frac{1}{1+e^2D\delta/\varepsilon_i},\qquad \varepsilon_i=\kappa_i\varepsilon_0 .$$

Here $\varepsilon_i$ is the absolute permittivity of the layer. The derivative is taken at fixed $\chi$, $c$, $D$, $\delta$ and $\kappa_i$. If a change of metal also changes the interface chemistry, a line through measured barriers mixes $S$ with the variation of these parameters.

Subtracting $c$ from (4) gives a useful form:

$$\phi_b-c=S(\phi_m-\chi-c).\tag{5}$$

**Limits.** For $a\to0$ the bare result returns. For $a\to\infty$ the barrier tends to $c$ whatever the metal, with a remainder close to $(\phi_m-\chi-c)/a$. When $\phi_m-\chi=c$, the barrier is $c$ for any $D$, because the states are neutral and there is no dipole.

**Reading as capacitances.** The layer has capacitance $\kappa_i/(4\pi\delta)$ per area, and the states take up charge $D$ per unit of energy shift. The second divided by the first is $a$. A change of work function is shared: a fraction $S$ appears in the barrier and $1-S$ in the dipole. The halves are equal at $D=\kappa_i/(4\pi\delta)$. At fixed $D$ and $\delta$, a smaller $\kappa_i$ means stronger pinning. This is not a rule for comparing materials: $D$ and $\delta$ change from one insulator to another, and wide-gap insulators of low permittivity usually pin weakly. With no field in the film, the permittivity that matters is that of the thin layer between metal and states, which need not equal that of the film.

**Numbers.** Take round model parameters: $D=0.005$ per eV and Å$^2$, $\delta=3.0$ Å, $\kappa_i=2.5$, $\chi=1.0$ eV and $c=3.7$ eV. With $e^2/\varepsilon_0=180.951$ eV Å,

$$a=\frac{180.951\times0.005\times3.0}{2.5}=1.0857,\qquad S=\frac1{2.0857}=0.4795 .$$

For the metal with $\phi_m=4.3$ eV, (5) gives

$$\phi_b=3.7+0.4795\,(3.3-3.7)=3.508\ \text{eV}.$$

The barrier is 0.192 eV below $c$, so the sheet holds extra electrons:

$$\sigma=0.005\times(-0.1918)=-0.00096\ e/\text{Å}^2 .$$

The dipole raises the barrier by $180.951\times0.00096\times3.0/2.5=0.208$ eV from its bare value of 3.300 eV, as it must. For $\phi_m=5.1$ eV the signs reverse: the sheet is positive, the step is $-0.208$ eV, and the barrier falls from 4.100 to 3.892 eV. The equal magnitudes come from the choice of metals, which lie symmetrically about the neutral value $\chi+c=4.7$ eV.

The barriers differ by 0.384 eV where the work functions differ by 0.800 eV. A discretized Poisson equation, solved together with the Fermi integral over a finite band, gives the same slope; its results are in the numerical output.

Half slope would need $D=0.0046$ per eV and Å$^2$. Less than one state per 200 Å$^2$ and eV is thus enough to remove half the dependence on the metal at this separation and permittivity, provided the charge is laterally uniform. For localized states this condition fails here. A band 1 eV wide puts the states about 14 Å apart, and the net charge of the example is one electron per 1040 Å$^2$; both spacings are large compared with $\delta=3$ Å. A localized state then feels only a fraction $\eta$ of the average dipole step, while the laterally averaged barrier feels all of it. Repeating the steps above gives the slope $1-a/(1+\eta a)$, which returns to $S$ for $\eta=1$. For point charges on a square lattice of spacing 14 Å, with their images in the metal, $\eta$ is about 0.28 and the slope about 0.17.

The argument can be run backwards. If the Fermi level lies well inside the band of states for both metals, two barriers at known work functions give $S$ and $a=1/S-1$. If the affinity $\chi$ is also known, (4) then gives $c$; without it, only the combination $(1-S)c-S\chi$ is fixed. For a single sheet, the slope alone fixes the combination $D\delta/\kappa_i$, not $D$.

## 5. A band of finite width

Let the states extend from $-w$ to $+w$ about the neutral level. At low temperature (3) holds while $|\phi_b-c|<w$. By (5), the edges are reached at

$$\phi_m=\chi+c\pm\frac{w}{S}.$$

Above the upper edge all states are empty, $\sigma=Dw$, and (2) gives $\phi_b=\phi_m-\chi-aw$. Below the lower edge all are full, $\sigma=-Dw$, and $\phi_b=\phi_m-\chi+aw$. The charge is constant in both regions, which is the frozen case of section 2, so the slope is 1 again. The pieces join: at the upper edge $\phi_m-\chi=c+(1+a)w$, and subtracting $aw$ leaves $\phi_b=c+w$.

For $w=0.5$ eV the edges are at $4.7\pm0.5/0.4795$, that is 3.66 and 5.74 eV. The range of work functions for which the Fermi level stays inside the band is $\pm w/S$ about $\chi+c$, wider than the $\pm w$ found without the dipole, because the Fermi level moves through the states more slowly than the work function changes. Both metals of the example lie inside. Near $\phi_m=3.0$ eV the computed slope is 1.00000: the states still shift the barrier but no longer pin it.

Temperature rounds the corners. The number of electrons in the band changes with $s$ at the rate

$$D\frac{d}{ds}\int_{-w}^{w}f(x-s)\,dx=D\left[f(-w-s)-f(w-s)\right],$$

since shifting $s$ shifts the Fermi function across the two limits. The local slope is therefore

$$\frac{d\phi_b}{d\phi_m}=\frac{1}{1+a\left[f(-w-s)-f(w-s)\right]} .$$

Deep inside the band the bracket is 1 and $S$ returns. Far outside it is 0. With the Fermi level on an edge and $w\gg kT$ it is $1/2$, and the slope is $1/(1+a/2)$. In the example the nearer edge is $0.5-0.192=0.308$ eV from the Fermi level, about 12 times $kT=0.0259$ eV, and the rounding is negligible.

## 6. A field in the film

Now restore $F_b$. From (1), $\kappa_iF_i=\kappa_bF_b-4\pi\sigma$. Multiplying by $\delta/\kappa_i$ and using (3),

$$\phi_b+\chi-\phi_m=\frac{\kappa_b\delta}{\kappa_i}F_b-a(\phi_b-c).\tag{6}$$

**Fixed field.** If $F_b$ is the same for all metals, it adds a constant to the right side of (6). Solving for $\phi_b$ as before, the slope is still $S$ and the barrier moves by

$$\Delta\phi_b=S\,\frac{\kappa_b\delta}{\kappa_i}F_b .$$

For $\kappa_b=3.0$ and $F_b=0.00603$ V/Å the shift is $0.4795\times(3.0\times3.0/2.5)\times0.00603=0.0104$ eV. The states screen the shift by the same factor $S$ as they screen the work function. Note that $\phi_b$ is the conduction edge at the sheet. For positive $F_b$ the edge rises further into the film, and $\phi_b$ is then not the highest point an electron meets.

**Fixed potential.** Suppose instead that the film ends at a second electrode. Let it stand at distance $L$ from the sheet, without interface states of its own, and let it hold the local vacuum level at a fixed value $U_2$. Then the field depends on the barrier:

$$F_b=\frac{U_2-(\phi_b+\chi)}{L}.$$

Put this into (6) and differentiate with respect to $\phi_m$ at fixed $U_2$. Writing $S_L=d\phi_b/d\phi_m$,

$$S_L-1=-\frac{\kappa_b\delta}{\kappa_iL}S_L-aS_L
\quad\Longrightarrow\quad
S_L=\frac{1}{1+a+\dfrac{\kappa_b\delta}{\kappa_iL}} .$$

For $L\to\infty$ this returns to $S$. For $D=0$ it is still below 1: the difference between the electrodes is divided between layer and film as in two capacitors in series, and the plane where the barrier is read lies a distance $\delta$ inside. This reduction is not pinning.

For $L=100$ Å the extra term is $3.0\times3.0/(2.5\times100)=0.036$, and $S_L=1/2.1217=0.4713$. This is 1.7 % below $S$. For this film the second electrode is a small correction; it grows as $1/L$ in the denominator.

## 7. States spread in depth

States at an interface need not lie in one plane. Let their density be $n(z)$ per energy and volume, with

$$\int_0^\infty n\,dz=D,\qquad \int_0^\infty z\,n\,dz=D\delta ,$$

so that $\delta$ is now their mean depth. Assume that the permittivity is $\kappa_i$ throughout, that the field vanishes far away, and that the neutral level follows the local potential at the distance $c$ below $E_c(z)$. Define

$$u(z)=E_c(z)-E_F-c .$$

By the argument that led to (3), the local charge density is $nu$. Gauss's law in differential form, $\kappa_i\,dF/dz=4\pi nu$ with $F=du/dz$, gives

$$u''=\frac{4\pi n}{\kappa_i}\,u .\tag{7}$$

At the metal $u(0)=\phi_m-\chi-c$. The barrier is now read in the flat region, $\phi_b=c+u(\infty)$. Equation (7) is linear, so $u(\infty)$ is proportional to $u(0)$ and $S=u(\infty)/u(0)$.

**A bound.** Integrate by parts:

$$\int_0^\infty z\,u''\,dz=\left[z\,u'\right]_0^\infty-\int_0^\infty u'\,dz=u(0)-u(\infty).$$

The boundary term vanishes for a density that falls off fast enough to have a finite mean depth. Take $u(\infty)>0$. Going inward from the flat region, $u''\ge0$ as long as $u>0$, so $u'=-\int_z^\infty u''\,dz'\le0$, and $u$ can only grow toward the metal. Thus $u(z)\ge u(\infty)$ everywhere, and

$$u(0)=u(\infty)+\frac{4\pi}{\kappa_i}\int_0^\infty z\,n\,u\,dz\;\ge\;u(\infty)\,(1+a).$$

Therefore $S\le1/(1+a)$. Negative $u(\infty)$ gives the same result by reversing the sign of $u$. At given $D$ and mean depth, a single sheet pins least within this model. The spread states see a $u$ at least as large in magnitude as that of the flat region, so together they carry at least as much charge as a single sheet with the same $D$ and the same final barrier.

**Exponential profile.** Let $n=(D/\delta)e^{-z/\delta}$, which has mean depth $\delta$. Then (7) becomes

$$u''=\frac{a}{\delta^2}e^{-z/\delta}u .$$

Use the variable $x=2\sqrt a\,e^{-z/2\delta}$. Since $dx/dz=-x/(2\delta)$, two derivatives give

$$u''=\frac{1}{4\delta^2}\left(x^2\frac{d^2u}{dx^2}+x\frac{du}{dx}\right),$$

while the right side is $x^2u/(4\delta^2)$. Hence

$$x^2\frac{d^2u}{dx^2}+x\frac{du}{dx}-x^2u=0 ,$$

the modified Bessel equation of order zero. Far away $x\to0$. The solution $K_0(x)$ behaves there as $-\ln x$, which is linear in $z$ and has a remaining field, so it is excluded. This leaves $u=u(\infty)I_0(x)$, and at the metal $x=2\sqrt a$:

$$S=\frac{1}{I_0(2\sqrt a)},\qquad I_0(2\sqrt a)=1+a+\frac{a^2}{4}+\dots$$

**Uniform slab.** Let $n=D/(2\delta)$ for $z<2\delta$ and zero beyond, again with mean depth $\delta$. Inside, $u''=q^2u$ with $q^2=4\pi D/(2\delta\kappa_i)=a/(2\delta^2)$. The field vanishes at $z=2\delta$, so $u=u(\infty)\cosh[q(2\delta-z)]$. With $2\delta q=\sqrt{2a}$,

$$S=\frac{1}{\cosh\sqrt{2a}},\qquad \cosh\sqrt{2a}=1+a+\frac{a^2}{6}+\dots$$

Both profiles agree with the sheet to first order in $a$ and differ from it at second order. The mean depth is thus the right dipole separation for weak screening, $a\ll1$.

At $a=1.0857$ the screening is not weak. The slopes are 0.479 for the sheet, 0.435 for the slab and 0.413 for the exponential profile; the last two are 9 % and 14 % below the first. Direct numerical solution of (7) reproduces both formulas.

The difference matters when a density is inferred from a slope. If the states have the exponential profile and the sheet formula is applied to the slope 0.4135, it returns $a=1/0.4135-1=1.418$. With $\delta$ and $\kappa_i$ known, the inferred $D$ would be 31 % above the true one.

## Computed values

```
e^2/epsilon_0 = 180.951 eV angstrom
State density D = 0.0050 per eV per angstrom^2
Dipole separation delta = 3.0 angstrom
Relative permittivity before sheet kappa_i = 2.5
Relative permittivity of film kappa_b = 3.0
Electron affinity chi = 1.0 eV
Neutral level below conduction edge c = 3.7 eV
Half-width of band of states w = 0.5 eV
Thermal energy kT at 300 K = 0.02585 eV
Coupling a = 1.0857 (dimensionless)
Slope S, formula = 0.47945 (dimensionless)
Slope S, Poisson and Fermi integral = 0.47945
Density for S = 1/2: 0.00461 per eV per angstrom^2
Metal with work function 4.3 eV:
  unpinned barrier = 3.3000 eV
  pinned barrier = 3.5082 eV
  sheet charge = -0.000959 e per angstrom^2
  dipole energy step = 0.2082 eV
Metal with work function 5.1 eV:
  unpinned barrier = 4.1000 eV
  pinned barrier = 3.8918 eV
  sheet charge = 0.000959 e per angstrom^2
  dipole energy step = -0.2082 eV
Barrier difference, unpinned = 0.8000 eV
Barrier difference, pinned = 0.3836 eV
Slope with frozen sheet charge = 1.00000
Lower exhaustion work function = 3.6571 eV
Upper exhaustion work function = 5.7429 eV
Slope near work function 3.0 eV (exhausted) = 1.00000
Fixed film field F_b = 0.006032 V per angstrom
Slope at this fixed field = 0.47945
Barrier shift by this field = 0.01041 eV
Distance L from sheet to second electrode = 100.0 angstrom
Work function of second electrode = 4.7 eV
Slope with second electrode, numerical = 0.47132
Slope with second electrode, formula = 0.47132
Slope, exponential depth profile, numerical = 0.4135
Slope, exponential profile, formula = 0.4135
Slope, uniform slab of states, numerical = 0.4354
Slope, uniform slab, formula = 0.4354
```
